# Hyperpolarizability of an octupolar molecule from a degenerate excited pair

Q: A planar molecule with a threefold axis has no permanent dipole. I expect it to respond in the same way to a field and to the reversed field. How can it have a first hyperpolarizability at all?

A: The missing dipole removes the term of the energy linear in the field, but not the cubic one. I take a molecule of symmetry D3h in the \(xy\) plane, with one arm along \(+x\), clamped nuclei and a static uniform field \(\mathbf F\). In atomic units the Hamiltonian is \(H_0-\boldsymbol\mu\cdot\mathbf F\), and the coefficients are defined by

\[
E(\mathbf F)=E_0-\tfrac12\alpha_{ij}F_iF_j-\tfrac16\beta_{ijk}F_iF_jF_k-\dots
\]

with repeated indices summed. Write \(F_\pm=F_x\pm iF_y\). A rotation by \(\theta=120^\circ\) multiplies \(F_\pm\) by \(e^{\pm i\theta}\). Of the in-plane cubic products, \(F_+^3\) and \(F_-^3\) acquire \(e^{\pm3i\theta}=1\) and survive, while \(F_+^2F_-\) and \(F_+F_-^2\) acquire \(e^{\pm i\theta}\) and are forbidden. The mirror \(y\to-y\) exchanges \(F_+\) and \(F_-\), so they enter as the sum

\[
\tfrac12(F_+^3+F_-^3)=F_x^3-3F_xF_y^2 .
\]

Terms odd in \(F_z\) are excluded by reflection in the molecular plane, and \(F_\pm F_z^2\) by the rotation. One number is left, \(\beta_{xxx}\). Reversing the field changes the sign of this form, which is allowed because the molecule has no inversion centre: a field along an arm and a field pointing between two arms are different situations.

Q: Symmetry permits the number but does not supply it. You want to use a degenerate excited level, and degeneracy is where perturbation theory fails.

A: It fails when the perturbed state itself is degenerate. Here that state is the ground state \(|g\rangle\), which is non-degenerate. Let \(V=-\boldsymbol\mu\cdot\mathbf F\), and let the corrections \(\psi_1,\psi_2\) be orthogonal to \(|g\rangle\). The first two orders of the Schrödinger equation are

\[
(H_0-E_0)\psi_1=(E_1-V)|g\rangle,
\]
\[
(H_0-E_0)\psi_2=(E_1-V)\psi_1+E_2|g\rangle .
\]

Projecting the third order on \(\langle g|\) gives \(E_3=\langle g|V|\psi_2\rangle\). The adjoint of the first equation, with \(\langle g|\psi_2\rangle=0\), turns this into \(-\langle\psi_1|H_0-E_0|\psi_2\rangle\). Inserting the second equation, with \(\langle\psi_1|g\rangle=0\), then gives

\[
E_3=\langle\psi_1|V-E_1|\psi_1\rangle .
\]

With excitation energies \(\Delta_m\), the first equation is solved by \(\psi_1=-\sum_m|m\rangle V_{mg}/\Delta_m\), and \(E_1=V_{gg}\). Let \(\mu_F=\boldsymbol\mu\cdot\mathbf F\). The three factors of \(V\) give one overall minus sign, and comparison with \(E_3=-\frac16\beta_{ijk}F_iF_jF_k\) yields

\[
\beta_{ijk}F_iF_jF_k=6\sum_{m,n\ne g}
\frac{\langle g|\mu_F|m\rangle\big(\langle m|\mu_F|n\rangle-\delta_{mn}\langle g|\mu_F|g\rangle\big)\langle n|\mu_F|g\rangle}{\Delta_m\Delta_n}.
\]

The denominators are distances from the ground state, and no difference between the two members of the pair occurs. The expansion needs the field couplings to be small compared with \(\Delta_m\).

Q: For an ordinary push-pull molecule with one excited state \(|e\rangle\), what does this sum give?

A: Then \(m=n=e\). With the field along the molecular axis and real transition moment \(\mu_{ge}\),

\[
\beta_{xxx}=\frac{6\mu_{ge}^2\,\Delta\mu}{\Delta^2},\qquad
\Delta\mu=\langle e|\mu_x|e\rangle-\langle g|\mu_x|g\rangle .
\]

The middle factor is the dipole difference.

Q: That is my difficulty. By symmetry your molecule has no dipole difference to put there.

A: The middle factor also has elements with \(m\ne n\). To find them, take real pair states \(|x\rangle,|y\rangle\) that transform like the coordinates (an E′ pair), and form

\[
|\pm\rangle=\frac{|x\rangle\pm i|y\rangle}{\sqrt2},\qquad M_\pm=\mu_x\pm i\mu_y .
\]

The rotation \(U\) sends \(|x\rangle\) to \(\cos\theta|x\rangle+\sin\theta|y\rangle\) and \(|y\rangle\) to \(-\sin\theta|x\rangle+\cos\theta|y\rangle\), and it mixes \(\mu_x,\mu_y\) in the same way. Hence

\[
U|\pm\rangle=e^{\mp i\theta}|\pm\rangle,\qquad UM_\pm U^\dagger=e^{\mp i\theta}M_\pm .
\]

The ground state is totally symmetric, \(U|g\rangle=|g\rangle\). Inserting \(U^\dagger U=1\) on both sides of the operator in \(\langle a|M|b\rangle\) multiplies the element by a phase. Unless that phase is 1, the element is zero.

- \(\langle a|M_\pm|a\rangle\), for \(a=g,+,-\): the state phases cancel and \(e^{\mp i\theta}\) remains. All these elements vanish, so none of the three states has an in-plane dipole.
- \(\langle+|M_+|-\rangle\): the phase is \(e^{i\theta}e^{i\theta}e^{-i\theta}=e^{i\theta}\). Forbidden.
- \(\langle+|M_-|-\rangle\): the phase is \(e^{i\theta}e^{i\theta}e^{i\theta}=e^{3i\theta}=1\). Allowed; call this element \(2m\).
- \(\langle g|M_-|+\rangle\) and \(\langle g|M_+|-\rangle\): the phase is 1. Allowed. The other two combinations carry \(e^{\mp2i\theta}\) and vanish.

The mirror exchanges \(|+\rangle\) with \(|-\rangle\) and \(M_+\) with \(M_-\). It therefore makes the two ground-state elements equal; call them \(\sqrt2\,\mu\), real for real \(|g\rangle,|x\rangle,|y\rangle\). It also gives \(\langle+|M_-|-\rangle=\langle-|M_+|+\rangle\), which is the complex conjugate of the left side, so \(m\) is real. From \(\mu_x=(M_++M_-)/2\) and \(\mu_y=(M_+-M_-)/(2i)\),

\[
\langle+|\mu_x|-\rangle=m,\qquad \langle+|\mu_y|-\rangle=im .
\]

Q: Would any rotation axis of higher order do as well?

A: No. With an \(n\)-fold axis, \(\theta=2\pi/n\), the allowed element needs \(e^{3i\theta}=1\). For \(n\ge4\) this fails and \(m=0\) for a pair that transforms like \(x,y\), while the ground-to-pair moment survives. No other states can make up for it: \(F_\pm^3\) then acquire \(e^{\pm3i\theta}\ne1\), while \(F_+^2F_-\) and \(F_+F_-^2\) acquire \(e^{\pm i\theta}\ne1\), so the in-plane cubic term of the energy is forbidden altogether.

Q: Now put the elements into the sum. I want to see where the factor 6 goes.

A: First, \(\mu_F=\frac12(M_+F_-+M_-F_+)\), as multiplying out confirms for a field in the molecular plane. A component \(F_z\) adds \(\mu_zF_z\), but \(\mu_z\) is odd under reflection in the plane while \(|g\rangle\) and the pair are even, so it has no elements among these three states; from here on \(\mathbf F\) lies in the plane. The required elements are

\[
\langle g|\mu_F|+\rangle=\frac{\mu F_+}{\sqrt2},\qquad
\langle+|\mu_F|-\rangle=mF_+,\qquad
\langle-|\mu_F|g\rangle=\frac{\mu F_+}{\sqrt2}.
\]

The last is the conjugate of \(\langle g|\mu_F|-\rangle=\mu F_-/\sqrt2\). The path \(g\to-\to+\to g\) gives the product \(\frac12\mu^2mF_+^3\), and the path with \(+\) and \(-\) exchanged gives its conjugate. Both have the denominator \(\Delta^2\), so

\[
\beta_{ijk}F_iF_jF_k=\frac6{\Delta^2}\,\frac{\mu^2m}{2}\,(F_+^3+F_-^3)
=\frac{6\mu^2m}{\Delta^2}\,(F_x^3-3F_xF_y^2).
\]

In components the left side is \(\beta_{xxx}F_x^3+3\beta_{xxy}F_x^2F_y+3\beta_{xyy}F_xF_y^2+\beta_{yyy}F_y^3\). Therefore

\[
\boxed{\beta_{xxx}=\frac{6\mu^2m}{\Delta^2},\quad \beta_{xyy}=-\beta_{xxx},\quad \beta_{xxy}=\beta_{yyy}=0,\quad m=\langle+|\mu_x|-\rangle}
\]

The two paths contribute one half each, so the 6 is the same as in the dipolar formula. The transition moment \(m\) stands where \(\Delta\mu\) stood. Changing the sign of both pair states changes neither \(\mu^2\) nor \(m\), so the sign of \(\beta_{xxx}\) is meaningful once the \(x\) axis is fixed. The vector part, \(\beta_{xxx}+\beta_{xyy}\) along \(x\), is zero, which is why the molecule is called octupolar.

Q: I return to the real states. From your own elements, \(|x\rangle\) has a dipole. Has the dipole difference come back?

A: In that basis, yes. Using \(|x\rangle=(|+\rangle+|-\rangle)/\sqrt2\) and \(|y\rangle=(|+\rangle-|-\rangle)/(i\sqrt2)\),

\[
\langle x|\mu_x|x\rangle=m,\qquad \langle y|\mu_x|y\rangle=-m,\qquad \langle x|\mu_y|y\rangle=-m,
\]

and the remaining elements, \(\langle x|\mu_x|y\rangle\), \(\langle x|\mu_y|x\rangle\) and \(\langle y|\mu_y|y\rangle\), are zero. So the statement that a transition moment replaces the dipole difference holds in the rotation-adapted basis \(|\pm\rangle\) and is not independent of basis. Turn the real pair by an angle \(\varphi\):

\[
|x'\rangle=\cos\varphi|x\rangle+\sin\varphi|y\rangle,\qquad |y'\rangle=-\sin\varphi|x\rangle+\cos\varphi|y\rangle .
\]

The dipole of \(|x'\rangle\) is \(m(\cos2\varphi,-\sin2\varphi)\), and that of \(|y'\rangle\) is the opposite. The ground state couples to them through \(\mu_x\) with strengths \(\mu\cos\varphi\) and \(-\mu\sin\varphi\). Apart from the common factor \(6/\Delta^2\), the permanent dipoles then contribute to the sum for \(\beta_{xxx}\)

\[
\mu^2m\cos2\varphi\,(\cos^2\varphi-\sin^2\varphi)=\mu^2m\cos^22\varphi,
\]

and the transition moment \(\langle x'|\mu_x|y'\rangle=-m\sin2\varphi\) contributes

\[
2(\mu\cos\varphi)(-m\sin2\varphi)(-\mu\sin\varphi)=\mu^2m\sin^22\varphi .
\]

The total is fixed, but the permanent-dipole share falls from 1 at \(0^\circ\) to one half at \(22.5^\circ\) and to zero at \(45^\circ\).

Q: Then what is physical about \(m\), if its name depends on my choice of states?

A: The dipole operator restricted to the pair is physical. Its trace is zero, so the level as a whole has no dipole, but the operator itself is not zero. In the \(|\pm\rangle\) basis a field in the molecular plane gives it off-diagonal elements \(mF_\pm\) of modulus \(|m||\mathbf F|\). To first order the excited level therefore splits into two, at \(\pm m|\mathbf F|\) from its centre. This linear Stark splitting, \(2|m||\mathbf F|\), is the same in every basis.

Q: Can you show me the response without the energy expansion? I would like to see why, for positive \(m\), a field along \(y\) produces a dipole along \(-x\).

A: Apply \(F\) along \(y\). The ground state acquires \(|y\rangle\) with amplitude \(\mu F/\Delta\). That component has an \(x\) dipole \(-m\), contributing \(-\mu^2mF^2/\Delta^2\). The field also carries \(|y\rangle\) on to \(|x\rangle\), whose second-order amplitude is \((-mF)(\mu F)/\Delta^2\). Its interference with \(|g\rangle\) through \(\mu_x\) contributes \(2\mu\) times this amplitude, or \(-2\mu^2mF^2/\Delta^2\). The sum is

\[
p_x^{(2)}=-\frac{3\mu^2m}{\Delta^2}F^2=\tfrac12\beta_{xyy}F^2 .
\]

One third comes from the permanent dipole of \(|y\rangle\), and two thirds from the transition moment between \(|x\rangle\) and \(|y\rangle\). For a field along \(x\) the same two steps involve \(|x\rangle\) alone and give \(+3\mu^2mF^2/\Delta^2\).

Q: A real molecule has more than three states. What spoils the formula?

A: Further totally symmetric states do not. Their in-plane dipole element with \(|g\rangle\) has the phase \(e^{\mp i\theta}\ne1\) and vanishes, and both intermediate states in the sum must be reached from \(|g\rangle\). Other E′ pairs do contribute, both on their own and through moments between pairs, so the formula is a truncation that needs one pair to dominate. Vibrational contributions and the frequency dependence in an oscillating field are also outside it.

Q: Give me a case in which \(\mu\), \(m\) and \(\Delta\) are calculated from one Hamiltonian instead of being assumed.

A: Take an acceptor core with three donor arms. The model has a neutral state \(|N\rangle\) at energy 0 and three states \(|k\rangle\) at energy \(\delta\), in which an electron has moved from arm \(k\) to the core. Each is coupled to \(|N\rangle\) by \(-t\). The electron leaves a positive arm behind, so \(|k\rangle\) has a dipole \(eR\) pointing outward along its arm. I take the dipole operator to be diagonal in these four states and set \(e=1\). The combinations

\[
|S\rangle=\frac{|1\rangle+|2\rangle+|3\rangle}{\sqrt3},\quad
|x\rangle=\frac{2|1\rangle-|2\rangle-|3\rangle}{\sqrt6},\quad
|y\rangle=\frac{|2\rangle-|3\rangle}{\sqrt2}
\]

separate the problem. The pair does not couple to \(|N\rangle\), because its coefficients add to zero, and it stays at \(\delta\). The state \(|S\rangle\) couples by \(-\sqrt3\,t\), which gives the energies \(E_\pm=\delta/2\pm\sqrt{\delta^2/4+3t^2}\). The ground state lies at \(E_-\), so \(\Delta=\delta-E_-=E_+\). Its charge-transfer weight \(w\), the squared coefficient of \(|S\rangle\), follows from the first row of the eigenvalue equation as \(w=E_-^2/(E_-^2+3t^2)\). Since \(E_+E_-=-3t^2\), this equals \(3t^2/(3t^2+\Delta^2)\). The arms have \(x\) projections \(1,-\frac12,-\frac12\), hence

\[
\mu=\sqrt w\,R\,\frac{2+\frac12+\frac12}{\sqrt{18}}=R\sqrt{\frac w2},\qquad
m=R\,\frac{4-\frac12-\frac12}{6}=\frac R2,
\]
\[
\beta_{xxx}=\frac{3wR^3}{2\Delta^2}.
\]

For \(\delta=2\) eV, \(t=1\) eV and \(R=4\) Å, the ground state is at \(1-2=-1\) eV and \(\Delta=3\) eV. Then \(w=3/12=0.25\), \(\mu=1.414\) e Å and \(m=2\) e Å, so

\[
\beta_{xxx}=\frac{6\times2\times2}{9}=2.667\ \mathrm{e^3\,Å^3/eV^2},
\]

or about \(1.33\times10^4\) atomic units. Third derivatives of the lowest eigenvalue of the full four-state matrix, taken by central differences in high-precision arithmetic, give 2.66667 for \(\beta_{xxx}\), −2.66667 for \(\beta_{xyy}\), and zero for the other two. The fourth state, at 3 eV, has a moment of 2.449 e Å with the pair but none with \(|g\rangle\), and it leaves \(\beta\) unchanged.

Q: And the induced dipole itself?

A: At \(F=0.01\) V/Å the formula gives \(\frac12\beta_{xxx}F^2=1.3333\times10^{-4}\) e Å. Diagonalizing at \(+F\) and \(-F\) and averaging the two dipoles removes the linear response. The \(x\) dipole left is \(1.3335\times10^{-4}\) e Å for a field along \(x\) and \(-1.3334\times10^{-4}\) e Å for a field along \(y\). The average still contains terms in \(F^4\) and higher even powers, which account for the small excess.

Q: Is this more than three push-pull molecules pointing in three directions?

A: For \(\delta>0\) and to leading order in \(t/\delta\), its \(\beta\) is no more than the sum of theirs. One arm alone is a two-state problem with gap \(\Delta_1=\sqrt{\delta^2+4t^2}\). Its mixing angle \(\eta\) obeys \(\cos2\eta=\delta/\Delta_1\) and \(\sin2\eta=2t/\Delta_1\). The dipole difference is \(R\cos2\eta=R\delta/\Delta_1\), and the transition moment has magnitude \(\frac12R\sin2\eta=Rt/\Delta_1\). Thus

\[
\beta_1=\frac{6R^3t^2\delta}{\Delta_1^5}.
\]

Three independent arms add with the cubes of their projections, \(1-\frac18-\frac18=\frac34\). For \(t\ll\delta\), \(\beta_1\to6R^3t^2/\delta^4\), while \(w\to3t^2/\delta^2\) gives \(\beta_{xxx}\to\frac92R^3t^2/\delta^4\), which is \(\frac34\beta_1\). The computed ratio at \(t=0.01\) eV is 0.7499. At \(t=1\) eV, \(\beta_1=4.243\) e³ Å³/eV² and the ratio is 0.6285, about 16% below the additive value: the arms share one neutral state and are no longer independent.

For \(\delta<0\) the two even have opposite signs, since \(\beta_1\) has the sign of \(\delta\) while \(\beta_{xxx}=3wR^3/(2\Delta^2)\) stays positive. The boundary case \(\delta=0\) is simple. A single arm then has its charge equally shared in both eigenstates, so \(\Delta\mu=0\) and \(\beta_1=0\). The threefold molecule has \(\Delta=\sqrt3\,t\) and \(w=\frac12\), and

\[
\beta_{xxx}=\frac32\cdot\frac12\cdot\frac{R^3}{3t^2}=\frac{R^3}{4t^2}.
\]

In this model \(m=R/2\) is fixed by the geometry of the arms and does not depend on how far the charge has moved in the ground state.
